\section*{The Surface Phonon Resonance of a Flat Silicon Carbide Crystal}

\section*{Problem}

A thick silicon carbide crystal with a flat surface faces vacuum. It is treated as isotropic, with one infrared-active lattice vibration whose transverse and longitudinal optical frequencies are
\[
w_{TO}=793\ \mathrm{cm^{-1}},\qquad w_{LO}=969\ \mathrm{cm^{-1}},
\]
and with high-frequency relative permittivity $\epsilon_\infty=6.7$. Frequencies are given as spectroscopic wavenumbers $w$; the angular frequency is $\omega=2\pi c w$ and the light wavenumber in vacuum is $k_0=2\pi w$. Fields vary in time as $e^{-i\omega t}$.

\begin{enumerate}
\item Find the relative permittivity $\epsilon(w)$ of the crystal without damping.
\item Find the frequency $w_s$ of a vibration bound to the surface, for in-plane wavenumbers $k\gg k_0$. Show that there is one such frequency, and evaluate it.
\item Show that the crystal absorbs a near field resonantly at this frequency. How far does a damping $G=5\ \mathrm{cm^{-1}}$ move the absorption peak, and how wide is the peak?
\item How much does the finite speed of light change the answer at $k=1/d$ with $d=100$ nm?
\item A second identical crystal is placed at a distance $d$ from the first. Find the new frequencies for $kd=1$ and $kd=3$.
\item Estimate the effect of heating, of crystal anisotropy and of an error in $\epsilon_\infty$.
\end{enumerate}

\section*{Solution}

\subsection*{1. The permittivity}

Let $u$ be the relative displacement of the two kinds of ion, $m$ their effective mass, $q$ the effective charge and $N$ the number of ion pairs per volume. With a damping rate $\gamma$, the driven oscillator obeys
\[
m\ddot u=-m\omega_{TO}^2u-m\gamma\dot u+qE .
\]
For time dependence $e^{-i\omega t}$, $\dot u=-i\omega u$ and $\ddot u=-\omega^2u$, so
\[
u=\frac{qE/m}{\omega_{TO}^2-\omega^2-i\gamma\omega}.
\]
The polarization is $P=Nqu+\epsilon_0(\epsilon_\infty-1)E$, where the second term is the fast response of the electrons. Since $\epsilon_0\epsilon E=\epsilon_0E+P$, division by $\epsilon_0E$ gives, in wavenumber units,
\begin{equation}
\epsilon=\epsilon_\infty+\frac{S}{w_{TO}^2-w^2-iGw},
\label{eq:osc}
\end{equation}
with $G=\gamma/(2\pi c)$ and a constant $S$ that collects $N$, $q$ and $m$.

The two optical frequencies fix the constants. A transverse bulk wave obeys $k^2=\epsilon k_0^2$. For $k\gg k_0$ this requires a very large $\epsilon$, so the vibration sits at the pole $w_{TO}$. A longitudinal wave has its displacement field $D=\epsilon_0\epsilon E$ along the wavevector. The condition $\nabla\cdot D=0$ then forces $D=0$, and a nonzero $E$ requires $\epsilon(w_{LO})=0$. Without damping,
\[
0=\epsilon_\infty+\frac{S}{w_{TO}^2-w_{LO}^2}
\quad\Longrightarrow\quad
S=\epsilon_\infty(w_{LO}^2-w_{TO}^2).
\]
Inserting $S$ and using a common denominator,
\begin{equation}
\epsilon=\epsilon_\infty\,
\frac{w_{TO}^2-w^2+w_{LO}^2-w_{TO}^2}{w_{TO}^2-w^2}
=\epsilon_\infty\frac{w_{LO}^2-w^2}{w_{TO}^2-w^2}.
\label{eq:eps}
\end{equation}

\subsection*{2. The surface frequency}

Let the crystal fill $z<0$. For $k\gg k_0$ the field changes over distances much shorter than the wavelength of light, and the electric field can be written as $E=-\nabla\phi$. Part 4 tests this approximation. In each uniform medium $\epsilon\nabla^2\phi=0$. With $\epsilon\neq0$, a solution periodic along $x$ and decaying away from the surface is
\[
\phi=\phi_0e^{ikx}e^{-k|z|}.
\]
It is continuous at $z=0$, as the tangential electric field requires. The normal displacement, divided by $\epsilon_0$, is $-\epsilon\,\partial_z\phi$. At the surface it equals $+k\phi$ on the vacuum side and $-\epsilon k\phi$ on the crystal side. With no free surface charge the two are equal, hence
\begin{equation}
\epsilon(w_s)=-1 .
\label{eq:cond}
\end{equation}
The wavenumber has cancelled: in this limit surface waves of every $k$ share one frequency, as long as $\epsilon$ itself does not depend on $k$. That assumption fails when $1/k$ shrinks to a few nanometres, where the dispersion of the optical phonons broadens and shifts the mode. From (\ref{eq:eps}),
\begin{align}
\epsilon_\infty(w_{LO}^2-w_s^2)&=-(w_{TO}^2-w_s^2),\nonumber\\
\epsilon_\infty w_{LO}^2+w_{TO}^2&=(\epsilon_\infty+1)w_s^2,\nonumber\\
w_s&=\sqrt{\frac{\epsilon_\infty w_{LO}^2+w_{TO}^2}{\epsilon_\infty+1}} .
\label{eq:ws}
\end{align}

There is no other root. Below $w_{TO}$ the numerator and denominator in (\ref{eq:eps}) are both positive; above $w_{LO}$ both are negative. In either range $\epsilon>0$. Between the two frequencies,
\begin{equation}
\frac{d\epsilon}{dw}=\frac{2wS}{(w_{TO}^2-w^2)^2}>0,
\label{eq:slope}
\end{equation}
so $\epsilon$ rises steadily from $-\infty$ to zero and passes $-1$ once.

The numbers are
\begin{align*}
\epsilon_\infty w_{LO}^2&=6.7\times938961=6291038.7\ \mathrm{cm^{-2}},\\
w_s^2&=\frac{6291038.7+628849}{7.7}=898686.7\ \mathrm{cm^{-2}},\\
w_s&=947.99\ \mathrm{cm^{-1}}\approx948\ \mathrm{cm^{-1}} .
\end{align*}
This corresponds to a vacuum wavelength of $10.55\ \mu$m and a photon energy of $117.5$ meV. The square $w_s^2$ is an average of $w_{LO}^2$ and $w_{TO}^2$ with weights $\epsilon_\infty$ and 1, which places the resonance much nearer to the longitudinal frequency. The permittivity is $-4.770$ at $900\ \mathrm{cm^{-1}}$, $-1.000$ at $948\ \mathrm{cm^{-1}}$ and $-0.397$ at $960\ \mathrm{cm^{-1}}$.

The frequency can also be computed without imposing (\ref{eq:cond}). Discretizing $\nabla\cdot(\epsilon\nabla\phi)=0$ with finite elements gives $(K_v+\epsilon K_s)\phi=0$, where the matrices $K_v$ and $K_s$ belong to the vacuum and the crystal. Inserting the undamped (\ref{eq:osc}) and multiplying by $w_{TO}^2-w^2$ yields an eigenvalue problem for $w^2$:
\[
(w_{TO}^2B+SK_s)\phi=w^2B\phi,\qquad B=K_v+\epsilon_\infty K_s .
\]
With a depth of $12/k$ on each side, 300 elements in the crystal and 200 in the vacuum, it has one eigenfrequency well inside the band, at $947.99\ \mathrm{cm^{-1}}$.

\subsection*{3. Resonant absorption and damping}

A source above the surface, such as a fluctuating charge in a nearby body, produces a potential that decays towards the crystal. For one wavenumber and unit incident amplitude at the surface, write
\[
\phi=e^{ikx}\times
\begin{cases}
e^{kz}-r\,e^{-kz}, & z>0,\\
t\,e^{kz}, & z<0 .
\end{cases}
\]
Continuity of $\phi$ gives $1-r=t$, and continuity of $\epsilon\,\partial_z\phi$ gives $1+r=\epsilon t$. Adding the two equations gives $t=2/(\epsilon+1)$, and therefore
\begin{equation}
r=1-t=1-\frac{2}{\epsilon+1}=\frac{\epsilon-1}{\epsilon+1}.
\label{eq:r}
\end{equation}
The denominator vanishes at the surface frequency: a finite response then needs no incident field.

The imaginary part of $r$ measures absorption. The mean power dissipated per volume is $\frac12\omega\epsilon_0\,\mathrm{Im}\,\epsilon\,|E|^2$. In the crystal $|E|^2=2k^2|t|^2e^{2kz}$, because the $x$ and $z$ components have equal size. Integrating over depth contributes a factor $1/(2k)$, so the power per area is
\[
Q=\tfrac12\omega\epsilon_0k\,|t|^2\,\mathrm{Im}\,\epsilon
=\tfrac12\omega\epsilon_0k\,\frac{4\,\mathrm{Im}\,\epsilon}{|\epsilon+1|^2}
=\omega\epsilon_0k\,\mathrm{Im}\,r .
\]
The last step uses $\mathrm{Im}\,r=2\,\mathrm{Im}\,\epsilon/|\epsilon+1|^2$ from (\ref{eq:r}). At fixed incident amplitude and fixed $k$, the energy absorbed per cycle is thus proportional to $\mathrm{Im}\,r$.

To find its shape, set $X=w^2+iGw$. Damping replaces $w^2$ by $X$ in (\ref{eq:eps}), and
\[
\epsilon+1=\frac{\epsilon_\infty w_{LO}^2+w_{TO}^2-(\epsilon_\infty+1)X}{w_{TO}^2-X}
=(\epsilon_\infty+1)\frac{w_s^2-X}{w_{TO}^2-X}.
\]
Writing $w_{TO}^2-X=(w_s^2-X)-(w_s^2-w_{TO}^2)$ in $2/(\epsilon+1)$ gives
\begin{equation}
r=\frac{\epsilon_\infty-1}{\epsilon_\infty+1}+\frac{A}{w_s^2-w^2-iGw},
\qquad
A=\frac{2(w_s^2-w_{TO}^2)}{\epsilon_\infty+1}.
\label{eq:lor}
\end{equation}
Hence
\[
\mathrm{Im}\,r=\frac{AGw}{\delta^2+G^2w^2},\qquad \delta=w_s^2-w^2 .
\]
At the maximum the derivative of $w/(\delta^2+G^2w^2)$ vanishes. Since $d\delta/dw=-2w$, this means
\[
\delta^2+G^2w^2-w(-4w\delta+2G^2w)=0
\ \Longrightarrow\
\delta^2+4w^2\delta-G^2w^2=0 .
\]
For $G\ll w_s$ the first term is negligible and $\delta\approx G^2/4$. With $\delta\approx2w_s(w_s-w)$,
\[
w_{\rm peak}-w_s\approx-\frac{G^2}{8w_s}
=-\frac{25}{8\times948}\ \mathrm{cm^{-1}}=-0.0033\ \mathrm{cm^{-1}} .
\]
The half-height points lie near $|\delta|=Gw_s$, or $w-w_s=\pm G/2$, so the full width is about $G$. Direct evaluation gives a width of $5.00\ \mathrm{cm^{-1}}$ and a peak value $\mathrm{Im}\,r\approx A/(Gw_s)=14.8$. This small shift belongs to the energy absorbed per cycle. The absorbed power carries one more factor of $w$, so that $Q\propto w^2/(\delta^2+G^2w^2)=1/[(\delta/w)^2+G^2]$, which peaks at $\delta=0$, exactly at $w_s$. By either measure, damping broadens the line but hardly moves it.

\subsection*{4. The finite speed of light}

The complete surface wave has its magnetic field along $y$. It decays as $e^{-\kappa_0z}$ in vacuum and as $e^{\kappa z}$ in the crystal. The wave equation on each side gives
\[
\kappa_0^2=k^2-k_0^2,\qquad \kappa^2=k^2-\epsilon k_0^2 .
\]
$H_y$ is continuous, and so is $E_x$, which is proportional to $(1/\epsilon)\partial_zH_y$. Therefore $-\kappa_0=\kappa/\epsilon$, or $\epsilon\kappa_0+\kappa=0$, which requires $\epsilon<0$. Squaring,
\begin{align*}
\epsilon^2(k^2-k_0^2)&=k^2-\epsilon k_0^2,\\
k^2(\epsilon-1)(\epsilon+1)&=k_0^2\,\epsilon(\epsilon-1),\\
k^2&=k_0^2\frac{\epsilon}{\epsilon+1}.
\end{align*}
The division by $\epsilon-1$ is allowed because $\epsilon$ is negative. Solving for the permittivity,
\[
\epsilon=-\frac{k^2}{k^2-k_0^2}\approx-1-\frac{k_0^2}{k^2}.
\]
The required $\epsilon$ is slightly below $-1$, so the frequency is slightly below $w_s$. To convert this into a shift, the slope (\ref{eq:slope}) is needed at $w_s$. From (\ref{eq:ws}), $w_s^2-w_{TO}^2=S/(\epsilon_\infty+1)$, and so
\begin{equation}
\left.\frac{d\epsilon}{dw}\right|_{w_s}=\frac{2w_s(\epsilon_\infty+1)}{w_s^2-w_{TO}^2}.
\label{eq:slopes}
\end{equation}
To leading order in $k_0/k$,
\[
\Delta w=-\frac{w_s^2-w_{TO}^2}{2w_s(\epsilon_\infty+1)}\left(\frac{k_0}{k}\right)^2 .
\]
For $d=100$ nm, $k=1.000\times10^5$ rad/cm, while $k_0=5956$ rad/cm at resonance. The ratio is $k/k_0=16.8$, and
\[
\Delta w=-\frac{898686.7-628849}{2\times947.99\times7.7}\,\frac{1}{16.8^2}\ \mathrm{cm^{-1}}
\approx-0.066\ \mathrm{cm^{-1}} .
\]
Solving $\epsilon\kappa_0+\kappa=0$ numerically gives the same $-0.066\ \mathrm{cm^{-1}}$. The electrostatic treatment is therefore adequate here. It fails as $k$ approaches $k_0$, where the surface wave becomes light-like and its frequency drops well below $w_s$.

\subsection*{5. A second surface}

Heat transfer across a gap involves two surfaces, whose potentials overlap. Put them at $z=\pm d/2$, with vacuum between. By symmetry the solutions are even or odd in $z$.

For the even solution, $\phi\propto\cosh kz$ in the gap and $\phi\propto\cosh(kd/2)\,e^{-k(z-d/2)}$ in the upper crystal. Continuity of $\epsilon\,\partial_z\phi$ at $z=d/2$ gives
\[
\sinh(kd/2)=-\epsilon\cosh(kd/2)
\quad\Longrightarrow\quad
\epsilon=-\tanh(kd/2).
\]
For the odd solution $\sinh$ and $\cosh$ change places, and $\epsilon=-\coth(kd/2)$. Setting $\epsilon=-g$ in (\ref{eq:eps}) and repeating the algebra of part 2,
\begin{equation}
w^2=\frac{\epsilon_\infty w_{LO}^2+g\,w_{TO}^2}{\epsilon_\infty+g}.
\label{eq:gap}
\end{equation}
The results, with shifts relative to the single-surface value, are
\begin{center}
\begin{tabular}{cccc}
$kd$ & odd (cm$^{-1}$) & even (cm$^{-1}$) & splitting (cm$^{-1}$)\\
1 & 929.1 ($-18.9$) & 958.6 ($+10.6$) & 29.5\\
3 & 946.1 ($-1.9$) & 949.8 ($+1.8$) & 3.7
\end{tabular}
\end{center}

These values are electrostatic and need $k\gg k_0$, hence a small gap. The full condition is $(\epsilon\kappa_0-\kappa)e^{-\kappa_0d}=\pm(\epsilon\kappa_0+\kappa)$. At $kd=1$ it places the odd mode at $928.9$, $923.3$ and $898.1\ \mathrm{cm^{-1}}$ for $d=100$ nm, $500$ nm and $1\ \mu$m, and the even mode at $958.6$, $958.3$ and $957.5\ \mathrm{cm^{-1}}$.

For large $kd$, $\tanh(kd/2)\approx1-2e^{-kd}$ and $\coth(kd/2)\approx1+2e^{-kd}$. With (\ref{eq:slopes}) the shifts become
\[
\Delta w\approx\pm\frac{w_s^2-w_{TO}^2}{w_s(\epsilon_\infty+1)}\,e^{-kd},
\]
so both modes return to $w_s$ exponentially as the surfaces separate. With damping, (\ref{eq:gap}) fixes $w^2+iGw$ instead of $w^2$, so each mode keeps a width of about $G$. At $kd=1$ the splitting is nearly six times this width and the modes are distinct. At $kd=3$ it is smaller than the width and the two lines overlap.

The value $948\ \mathrm{cm^{-1}}$ thus belongs to one surface, or to two surfaces at $kd\gg1$. A heat-flux spectrum sums over many values of $k$, and its exact peak needs that sum, which is not carried out here.

\subsection*{6. Heating, anisotropy and input error}

\textbf{Heating.} Let both optical frequencies fall by a small amount $\Delta$ at fixed $\epsilon_\infty$. Differentiating $(\epsilon_\infty+1)w_s^2=\epsilon_\infty w_{LO}^2+w_{TO}^2$ gives
\[
\Delta w_s=-\frac{\epsilon_\infty w_{LO}+w_{TO}}{(\epsilon_\infty+1)w_s}\,\Delta=-0.998\,\Delta .
\]
A rough softening rate of $0.02\ \mathrm{cm^{-1}/K}$ over 200 K means $\Delta=4.0\ \mathrm{cm^{-1}}$, and the resonance falls by $3.99\ \mathrm{cm^{-1}}$. It follows a common shift of the optical frequencies almost one for one. The two modes need not soften equally: the factor $0.998$ is the sum of $0.889$ from $w_{LO}$ and $0.109$ from $w_{TO}$, so the resonance follows mainly the longitudinal frequency.

\textbf{Anisotropy.} Hexagonal silicon carbide has different permittivities $\epsilon_o$ in the plane and $\epsilon_e$ along its axis. Let the axis be normal to the surface. Inside the crystal $\epsilon_e\,\partial_z^2\phi=\epsilon_ok^2\phi$, so the potential decays at the rate $\kappa_a=k\sqrt{\epsilon_o/\epsilon_e}$. Matching the normal displacement gives $\epsilon_e\kappa_a=-k$. This needs $\epsilon_e<0$, and a real decay rate then needs $\epsilon_o<0$ as well. Squaring yields
\[
\epsilon_o\epsilon_e=1 .
\]
Take the given frequencies for the plane and, as a rough case, axial frequencies $6\ \mathrm{cm^{-1}}$ lower with the same $\epsilon_\infty$. The root is $944.8\ \mathrm{cm^{-1}}$, a shift of $-3.2\ \mathrm{cm^{-1}}$. About half the offset appears because, to first order, $\epsilon_o$ and $\epsilon_e$ enter the product with equal weight and one of them is displaced.

\textbf{High-frequency permittivity.} Differentiating (\ref{eq:ws}) at fixed optical frequencies,
\[
2w_s\frac{dw_s}{d\epsilon_\infty}
=\frac{w_{LO}^2}{\epsilon_\infty+1}-\frac{\epsilon_\infty w_{LO}^2+w_{TO}^2}{(\epsilon_\infty+1)^2}
=\frac{w_{LO}^2-w_s^2}{\epsilon_\infty+1}.
\]
The slope is $2.76\ \mathrm{cm^{-1}}$ per unit of $\epsilon_\infty$. An error of 0.1 moves the answer by $0.28\ \mathrm{cm^{-1}}$.

\subsection*{The model beside a real crystal}

The given frequencies and permittivity are typical of crystalline silicon carbide near room temperature, and a damping of a few $\mathrm{cm^{-1}}$ is a rough value for good material. The model omits free carriers, roughness, surface layers and phonon dispersion, so it applies to a clean, weakly doped crystal and to $1/k$ of some tens of nanometres or more. Weakly doped means below about $10^{17}\ \mathrm{cm^{-3}}$: a free-electron term in $\epsilon$ with a rough mass of $0.4\,m_e$ raises the resonance by about $0.5\ \mathrm{cm^{-1}}$ at $10^{17}\ \mathrm{cm^{-3}}$, by about $5\ \mathrm{cm^{-1}}$ at $10^{18}\ \mathrm{cm^{-3}}$, and by tens of $\mathrm{cm^{-1}}$, with strong broadening, near $10^{19}\ \mathrm{cm^{-3}}$. For the cases computed here, heating and anisotropy each move the resonance by 3 to $4\ \mathrm{cm^{-1}}$, much more than damping or retardation does. Of the effects computed here, a second identical crystal close by has the largest: at $kd=1$ the modes lie $18.9\ \mathrm{cm^{-1}}$ below and $10.6\ \mathrm{cm^{-1}}$ above the single-surface value. The decimals of $947.99\ \mathrm{cm^{-1}}$ therefore check the arithmetic; as a property of a real surface, the model supports a value near $948\ \mathrm{cm^{-1}}$, uncertain by a few $\mathrm{cm^{-1}}$. The numerical output lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Transverse optical frequency: 793 cm-1
Longitudinal optical frequency: 969 cm-1
High-frequency permittivity: 6.7 (no unit)
w_TO squared: 628849 cm-2
w_LO squared: 938961 cm-2
eps_inf * w_LO squared: 6291038.7 cm-2
Numerator of w_s squared: 6919887.7 cm-2
Denominator eps_inf + 1: 7.7 (no unit)
w_s squared: 898686.7 cm-2
Surface resonance w_s: 947.99 cm-1
Finite-element surface frequency: 947.99 cm-1
Vacuum wavelength at w_s: 10.55 um
Photon energy at w_s: 117.5 meV
Permittivity at 900 cm-1: -4.770 (no unit)
Permittivity at 948 cm-1: -1.000 (no unit)
Permittivity at 960 cm-1: -0.397 (no unit)
Assumed damping: 5.0 cm-1
Damping shift of absorption peak: -0.0033 cm-1
Full width of absorption peak: 5.00 cm-1
Peak value of Im r: 14.8 (no unit)
Length scale d: 100 nm
In-plane wavenumber k = 1/d: 1.000e+05 rad/cm
Light wavenumber k0 at w_s: 5956 rad/cm
Ratio k/k0: 16.8 (no unit)
Retardation shift, root finding: -0.066 cm-1
Retardation shift, leading formula: -0.066 cm-1
Gap, kd = 1, odd mode: 929.1 cm-1
Gap, kd = 1, even mode: 958.6 cm-1
Gap, kd = 1, odd shift: -18.9 cm-1
Gap, kd = 1, even shift: 10.6 cm-1
Gap, kd = 1, splitting: 29.5 cm-1
Gap, kd = 3, odd mode: 946.1 cm-1
Gap, kd = 3, even mode: 949.8 cm-1
Gap, kd = 3, odd shift: -1.9 cm-1
Gap, kd = 3, even shift: 1.8 cm-1
Gap, kd = 3, splitting: 3.7 cm-1
Assumed softening rate: 0.02 cm-1/K
Assumed heating: 200 K
Softening of both optical modes: 4.0 cm-1
Heating factor: 0.998 (no unit)
Shift of w_s on heating: -3.99 cm-1
Assumed axial frequency offset: 6.0 cm-1
Uniaxial surface resonance: 944.81 cm-1
Uniaxial shift: -3.18 cm-1
Slope of w_s with eps_inf: 2.76 cm-1 per unit
Shift for eps_inf up by 0.1: 0.28 cm-1
\end{verbatim}
